# Two-Segment Thermal Junctions by Kirchhoff Transform and Bisection

## Definitions and conventions

A junction consists of segment A, $0<x<L_A$, and segment B, $L_A<x<L_A+L_B$. Their outer ends are held at $\theta_A$ and $\theta_B$, where $\theta=k_BT$ is the temperature expressed as an energy. The algebra uses atomic units with $\hbar=k_B=1$. Numbers are in eV and Å: the conductivity in eV/Å stands for $\hbar\kappa/k_B$, and the flux in eV²/Å² stands for $\hbar J$.

The flux per unit area is positive from A to B,

$$J=-\kappa_i(\theta)\frac{d\theta}{dx},\qquad i=A,B .$$

Write $D=\theta_A-\theta_B$ for the signed bias, $\Delta=|D|$ for its size, and $\theta_h$, $\theta_c$ for the hotter and colder end temperatures. "A hot" means $D>0$.

The model assumes:

- steady one-dimensional flow, with no heat sources or side losses;
- diffusive transport, so that $\kappa_i$ depends on the local temperature alone. The carriers' mean free paths must be short compared with $L_i$;
- conductivities that are single-valued, continuous and positive between $\theta_c$ and $\theta_h$;
- a contact without thermal boundary resistance, so that both segments share one interface temperature $\theta_m$.

## From two differential equations to one scalar equation

Without sources, $J$ is independent of $x$. Define the Kirchhoff transform

$$K_i(\theta)=\int_{\theta_{\rm ref}}^{\theta}\kappa_i(s)\,ds .$$

By the chain rule,

$$\frac{dK_i}{dx}=\kappa_i\frac{d\theta}{dx}=-J .$$

Thus $K_i$ is linear in $x$ within each segment, although $\theta$ generally is not. The reference temperature cancels from all differences below.

Suppose the interface had a trial temperature $\theta$. Integrating $dK_i/dx=-J$ across each segment gives the flux that each would carry:

$$J_A(\theta)=\frac{K_A(\theta_A)-K_A(\theta)}{L_A},\qquad
J_B(\theta)=\frac{K_B(\theta)-K_B(\theta_B)}{L_B}.$$

Energy conservation at the contact requires $F(\theta_m)=0$, where $F=J_A-J_B$. Since $dK_i/d\theta=\kappa_i$,

$$F'(\theta)=-\left[\frac{\kappa_A(\theta)}{L_A}+\frac{\kappa_B(\theta)}{L_B}\right]<0 .$$

The signs at the ends of the temperature range follow by substitution.

- A hot: at $\theta_c=\theta_B$, $J_B=0$ and $J_A>0$, so $F>0$. At $\theta_h=\theta_A$, $J_A=0$ and $J_B>0$, so $F<0$.
- B hot: at $\theta_c=\theta_A$, $J_A=0$ and $J_B<0$, so $F>0$. At $\theta_h=\theta_B$, $J_B=0$ and $J_A<0$, so $F<0$.

Hence $F(\theta_c)>0>F(\theta_h)$ in both directions. Continuity gives a root between the end temperatures, and strict monotonicity makes it unique. The same update rule serves both directions: if $F>0$, the trial is too cold; if $F<0$, it is too hot.

## Algorithm

Let $I_i(a,b)=\int_a^b\kappa_i\,d\theta$ be a signed integral.

```
input: theta_A, theta_B, L_A, L_B, I_A, I_B, tol > 0
if theta_A == theta_B: return theta_A, flux 0, flux error 0
low  = min(theta_A, theta_B)
high = max(theta_A, theta_B)
n = max(0, ceil(log2((high - low)/tol)))
repeat n times:
    t  = (low + high)/2
    JA = I_A(t, theta_A)/L_A
    JB = I_B(theta_B, t)/L_B
    if JA > JB: low = t
    else:       high = t
t  = (low + high)/2
JA = I_A(t, theta_A)/L_A
JB = I_B(theta_B, t)/L_B
return t, flux (JA + JB)/2, flux error |JA - JB|/2
```

After $n$ halvings the bracket has width $\Delta/2^n$, and its midpoint differs from $\theta_m$ by at most half of that.

The flux has its own error bound. $J_A(\theta)$ decreases with $\theta$, $J_B(\theta)$ increases, and both equal $J$ at $\theta_m$. If $\theta<\theta_m$, then $J_B(\theta)<J<J_A(\theta)$; if $\theta>\theta_m$, the inequalities are reversed. Every trial therefore encloses the flux, and the average of $J_A$ and $J_B$ is wrong by at most half their separation. Enclosures from different trials may be intersected. These statements refer to exact integrals; quadrature and rounding errors must be added.

Once $\theta_m$ and $J$ are known, the temperature profile follows from

$$K_A(\theta(x))=K_A(\theta_A)-Jx,\qquad
K_B(\theta(y))=K_B(\theta_m)-Jy,$$

with $y=x-L_A$. Each equation has one solution because $K_i$ is strictly increasing.

A useful unit test is the case of constant conductivities. With $g_i=\kappa_i/L_i$, the condition $g_A(\theta_A-\theta_m)=g_B(\theta_m-\theta_B)$ gives

$$\theta_m=\frac{g_A\theta_A+g_B\theta_B}{g_A+g_B}.$$

## Why reversal can change the flux

Let $\bar\kappa_i$ be the average of $\kappa_i$ over the temperature interval spanned by segment $i$. Then $K_A(\theta_A)-K_A(\theta_m)=\bar\kappa_A(\theta_A-\theta_m)$, and similarly for B, so

$$\theta_A-\theta_m=\frac{JL_A}{\bar\kappa_A},\qquad
\theta_m-\theta_B=\frac{JL_B}{\bar\kappa_B}.$$

Adding these equations eliminates $\theta_m$ on the left:

$$J=\frac{D}{L_A/\bar\kappa_A+L_B/\bar\kappa_B}.$$

This looks like a series-resistance formula, but the averages depend on the solution. Reversal moves each segment into a different temperature interval, and the flux changes in size if the total resistance changes.

### Small bias

Expand about the mean end temperature $\bar\theta=(\theta_A+\theta_B)/2$. Put $u=\theta-\bar\theta$, $R_i=L_i/\kappa_i(\bar\theta)$, $R=R_A+R_B$, and $b_i=d\ln\kappa_i/d\theta$ at $\bar\theta$. For smooth conductivities,

$$\kappa_i=\kappa_i(\bar\theta)\,[1+b_iu+O(u^2)] .$$

The ends are at $u=D/2$ and $u=-D/2$, and the interface is at $u_m$. Integration over the two segments gives

$$JR_A=\frac D2-u_m+\frac{b_A}{2}\left(\frac{D^2}{4}-u_m^2\right)+O(D^3),$$

$$JR_B=u_m+\frac D2+\frac{b_B}{2}\left(u_m^2-\frac{D^2}{4}\right)+O(D^3).$$

Their sum is

$$JR=D+\frac{b_A-b_B}{2}\left(\frac{D^2}{4}-u_m^2\right)+O(D^3).$$

Only the leading $u_m$ is needed in the bracket. To that order $J=D/R$, and the second segment equation gives

$$u_m=\frac{DR_B}{R}-\frac D2=\frac{D(R_B-R_A)}{2R}.$$

Therefore

$$\frac{D^2}{4}-u_m^2=\frac{D^2}{4}\,\frac{(R_A+R_B)^2-(R_B-R_A)^2}{R^2}=\frac{D^2R_AR_B}{R^2},$$

and

$$\frac{J}{D}=\frac1R\left[1+\frac{b_A-b_B}{2}\,\frac{R_AR_B}{R^2}\,D+O(D^2)\right].$$

Call the left side $g(D)$. The flux magnitudes are $\Delta\,g(\Delta)$ with A hot and $\Delta\,g(-\Delta)$ with B hot. The logarithm of their ratio, $\ln g(\Delta)-\ln g(-\Delta)$, is odd in $\Delta$ and has no quadratic term. Hence

$$\ln\frac{|J|_{\rm A\,hot}}{|J|_{\rm B\,hot}}
=(b_A-b_B)\,\Delta\,\frac{R_AR_B}{(R_A+R_B)^2}+O(\Delta^3).$$

Rectification at leading order thus needs different logarithmic slopes and resistance in both segments. With $p=R_A/R$, the last factor is $p(1-p)$, which is largest at $p=1/2$, where it equals $1/4$. Equal resistances at the mean temperature, rather than equal lengths, maximize the leading term at fixed $b_i$ and $\Delta$.

The limit of a vanishing segment can be taken at any bias. As $L_B\to0$, $|J|$ stays bounded by $|K_A(\theta_A)-K_A(\theta_B)|/L_A$. Then $K_B(\theta_m)-K_B(\theta_B)=JL_B\to0$, so $\theta_m\to\theta_B$. The flux tends to that of A alone, whose magnitude is unchanged by reversal. This is a limit of the diffusive model; a real layer thinner than its mean free paths lies outside it.

### When rectification is absent

If $\kappa_B=c\kappa_A$ with constant $c>0$, the segment equations become

$$JL_A=K_A(\theta_A)-K_A(\theta_m),\qquad
\frac{JL_B}{c}=K_A(\theta_m)-K_A(\theta_B).$$

Adding them gives

$$J=\frac{K_A(\theta_A)-K_A(\theta_B)}{L_A+L_B/c}.$$

Exchanging the end temperatures changes only the sign, even if the lengths differ. This relies on the perfect contact. With a boundary resistance, even a constant one, the numerator loses the change of $K_A$ across the temperature jump. That change depends on the interface temperature, so proportional conductivities with $L_A\ne L_B/c$ generally do rectify.

Conversely, suppose differentiable conductivities give no rectification for any pair of end temperatures in an interval. Differentiability suffices for the linear term of the small-bias law, with a remainder smaller than order $\Delta$. Dividing by $\Delta$ and letting $\Delta\to0$ gives $b_A=b_B$ at every interior temperature. Then $d\ln(\kappa_A/\kappa_B)/d\theta=0$, and the conductivities are proportional.

Equal fluxes at one bias do not imply this. If both conductivities are even functions of $u$ about the mean end temperature, replacing $u(x)$ by $-u(x)$ exchanges the end temperatures and reverses $J$ without changing its size. The two even functions need not be proportional.

## Worked example

Take the model conductivities

$$\kappa_A=k\frac{\theta_0}{\theta},\qquad \kappa_B=k\frac{\theta}{\theta_0},$$

with $k=0.020$ eV/Å, $\theta_0=0.025$ eV, $L_A=L_B=10000$ Å, and end temperatures 0.035 and 0.020 eV. The required integrals are

$$\int_a^b\kappa_A\,d\theta=k\theta_0\ln\frac ba,\qquad
\int_a^b\kappa_B\,d\theta=\frac{k}{2\theta_0}(b-a)(b+a).$$

With A hot, the first trial is 0.0275 eV. It gives

$$J_A=\frac{0.020\times0.025}{10000}\ln\frac{0.035}{0.0275}=1.206\times10^{-8}\ \text{eV}^2/\text{Å}^2,$$

$$J_B=\frac{0.020\,(0.0275^2-0.020^2)}{2\times0.025\times10000}=1.425\times10^{-8}\ \text{eV}^2/\text{Å}^2.$$

More heat would leave the interface than reach it, so the trial is too hot. The next trial, 0.02375 eV, gives $J_A=1.939$ and $J_B=0.656$ in units of $10^{-8}$ eV²/Å², and is too cold. After six trials the bracket is 0.02680 to 0.02703 eV. The fifth trial already confines the flux to between 1.292 and 1.323 in the same units.

The converged interface temperature is 0.02695 eV (312.8 K), with $J=1.306\times10^{-8}$ eV²/Å² ($3.18\times10^8$ W/m²). With B hot, the results are 0.02820 eV (327.3 K) and $J=-1.718\times10^{-8}$ eV²/Å² ($-4.18\times10^8$ W/m²). The magnitude is 1.316 times larger with B hot.

The mean conductivities explain the direction. Turning from A hot to B hot raises $\bar\kappa_A$ from 0.01623 to 0.02095 eV/Å, because A conducts better when cold. It raises $\bar\kappa_B$ from 0.01878 to 0.02528 eV/Å, because B conducts better when hot. For A hot the series formula reads

$$J=\frac{0.015}{10000/0.01623+10000/0.01878}=1.306\times10^{-8}\ \text{eV}^2/\text{Å}^2.$$

The profiles follow by inverting the logarithm and the square:

$$\theta(x)=\theta_A e^{-Jx/(k\theta_0)},\qquad
\theta(y)=\sqrt{\theta_m^2-2\theta_0Jy/k}.$$

With A hot, the segment midpoints are at 0.0307 and 0.0237 eV. In A the midpoint is the geometric mean of the segment's end temperatures, because $\ln\theta$ is linear in $x$. In B it is their root-mean-square, because $\theta^2$ is linear.

For the small-bias estimate, $\bar\theta=0.0275$ eV, $b_A=-1/\bar\theta$ and $b_B=1/\bar\theta$. The resistances are $R_A=550000$ and $R_B=454545$ Å²/eV. Thus

$$\ln\frac{|J|_{\rm A\,hot}}{|J|_{\rm B\,hot}}\simeq
-\frac{2\times0.015}{0.0275}\,
\frac{550000\times454545}{(1004545)^2}=-0.270 .$$

The full solution gives $-0.274$, so the estimate is about 1.5% too small in magnitude. For the same conductivities and lengths, halving the bias from 0.008 to 0.004 eV reduces the absolute error of the law by a factor of 8.05, consistent with a cubic remainder.

As an independent check, $d\theta/dx=-J/\kappa_i$ was integrated through both segments, with $J$ adjusted until the far end reached its prescribed temperature. This uses neither the transform nor a search for $\theta_m$. Fluxes and interface temperatures agreed within a relative tolerance of $10^{-8}$ in both directions. A second pair, with a steep conductivity step and transforms computed by quadrature, agreed within $10^{-7}$. The numerical output follows this text.

## Cost and numerical stability

Each trial costs two integrals. A tolerance of $10^{-12}$ eV on the bracket width requires

$$\left\lceil\log_2\frac{0.015}{10^{-12}}\right\rceil=34$$

halvings, plus one final flux evaluation. Brent's method, started from the same bracket, needed 7 evaluations of $F$ in each direction. It is preferable when the integrals are expensive; bisection has a cost known in advance.

For conductivities tabulated at $M$ temperatures, linear interpolation between positive values stays positive. Cumulative trapezoidal sums then integrate the interpolant exactly at the nodes, and a quadratic expression completes the last partial cell. Building the table costs $O(M)$ operations, and locating a cell by binary search costs $O(\log M)$. The interpolation error in $\kappa_i$ remains and must be judged separately.

An error in $F$ can be translated into a temperature error. Let $m>0$ be the minimum of $\kappa_A/L_A+\kappa_B/L_B$ over the whole initial bracket, from $\theta_c$ to $\theta_h$. A later, narrower bracket is not safe here, because an error in the sign of $F$ can exclude $\theta_m$ from it. The mean-value theorem gives

$$|\theta-\theta_m|\le\frac{|F(\theta)|}{m}.$$

If each computed segment flux is uncertain by at most $\epsilon_J$, the sign of $F$ is uncertain when its computed magnitude is below $2\epsilon_J$. The exact mismatch may exceed the computed one by $2\epsilon_J$, so the guaranteed temperature error is $(|F|+2\epsilon_J)/m$ with the computed $F$. Further halvings cannot bring this bound below $2\epsilon_J/m$, however narrow the numerical bracket becomes.

At small bias, subtracting two large values of $K_i$ loses relative precision. Integrate directly between the two temperatures instead. In the example, the factored form $(b-a)(b+a)$ avoids subtracting two rounded squares. For $b$ close to $a$, evaluate $\ln(b/a)$ as `log1p((b-a)/a)`, so that the small difference is not lost in rounding the quotient. The requested tolerance must also exceed the floating-point spacing near $\theta_m$.

## Failure modes

**Nonpositive conductivity.** A polynomial fit or an overshooting spline can make $\kappa_i$ negative. The proof that $F'<0$ then fails, and uniqueness and the flux enclosure are no longer guaranteed. Check positivity over the whole bracket before solving.

**Hysteresis.** If $\kappa_i$ depends on thermal history, $K_i(\theta)$ is not a single function. The branch occupied at each position must be part of the problem.

**Boundary resistance.** For a contact of constant conductance $G>0$, the two sides of the interface differ by $J/G$. The perfect-contact model requires $1/G$ to be small compared with the segment resistances formed with the conductivities near the interface temperature, as shown below; the averages $\bar\kappa_i$ over whole segments are not the relevant values. When the contact matters, use $J$ as the unknown. The transforms give the temperatures on the two sides,

$$K_A(\theta_-)=K_A(\theta_A)-JL_A,\qquad
K_B(\theta_+)=K_B(\theta_B)+JL_B,$$

and the contact requires

$$H(J)=\theta_--\theta_+-\frac JG=0 .$$

As $J$ increases, $\theta_-$ falls and $\theta_+$ rises, so $H$ is strictly decreasing. At $J=0$, $H=D$. At the perfect-contact flux $J_0$, $\theta_-=\theta_+$ and $H=-J_0/G$, which has the opposite sign to $D$. The root therefore lies between 0 and $J_0$, and the perfect-contact solution supplies the bracket for the resistive one.

The size of the flux loss follows by subtracting the perfect-contact equations: $K_A(\theta_-)-K_A(\theta_m)=(J_0-J)L_A$ and $K_B(\theta_m)-K_B(\theta_+)=(J_0-J)L_B$. Let $\tilde\kappa_A$ be the average of $\kappa_A$ between $\theta_m$ and $\theta_-$, and $\tilde\kappa_B$ that of $\kappa_B$ between $\theta_+$ and $\theta_m$. Adding the two temperature shifts and setting their sum equal to $J/G$ gives

$$\frac{J_0-J}{J}=\frac{1/G}{L_A/\tilde\kappa_A+L_B/\tilde\kappa_B}.$$

For small $1/G$ the denominator tends to $L_A/\kappa_A(\theta_m)+L_B/\kappa_B(\theta_m)$. In the worked example with A hot this is $1.003\times10^6$ Å²/eV, against $1.148\times10^6$ Å²/eV for the series resistance built from $\bar\kappa_i$. If both conductivities peak near $\theta_m$, the local resistance can be many times smaller than the averaged one, and the contact matters correspondingly more.

**Nonlocal transport.** If mean free paths are comparable with a segment length, a local $\kappa_i(\theta)$ does not describe the flow. A converged root is then an accurate solution of the wrong transport model, and refining the temperature tolerance cannot repair it.

## Values computed for the example and the checks

```
conductivity scale k = 0.020 eV/A
temperature scale = 0.025 eV
lengths L_A, L_B = 10000, 10000 A
hot end, cold end = 0.035, 0.020 eV
bracket tolerance = 1e-12 eV
A hot, first trials: t (eV), J_A, J_B (1e-8 eV^2/A^2)
  1: 0.0275000  1.20581  1.42500
  2: 0.0237500  1.93883  0.65625
  3: 0.0256250  1.55890  1.02656
  4: 0.0265625  1.37924  1.22227
  5: 0.0270313  1.29177  1.32275
  6: 0.0267969  1.33531  1.27229
A hot: bisection steps = 34
A hot: Brent function calls = 7
A hot: interface temperature = 0.0269540 eV
A hot: interface temperature = 312.79 K
A hot: flux = 1.30608 1e-8 eV^2/A^2
A hot: flux = 3.1792e+08 W/m^2
A hot: mean kappa_A = 0.016233 eV/A
A hot: mean kappa_B = 0.018782 eV/A
A hot: temperature at middle of A = 0.030715 eV
A hot: temperature at middle of B = 0.023733 eV
B hot: bisection steps = 34
B hot: Brent function calls = 7
B hot: interface temperature = 0.0282027 eV
B hot: interface temperature = 327.28 K
B hot: flux = -1.71843 1e-8 eV^2/A^2
B hot: flux = -4.1829e+08 W/m^2
B hot: mean kappa_A = 0.020950 eV/A
B hot: mean kappa_B = 0.025281 eV/A
B hot: temperature at middle of A = 0.023750 eV
B hot: temperature at middle of B = 0.031784 eV
flux ratio, B hot over A hot = 1.31572
ln(A hot / B hot), computed = -0.27438
ln(A hot / B hot), small-bias law = -0.27026
flux ratio B hot / A hot from law = 1.31031
R_A at mean temperature = 550000.0 A^2/eV
R_B at mean temperature = 454545.5 A^2/eV
law error drop on halving the bias = 8.049
```
